\section*{Point-Ion Energies and Forces from One Poisson Solve with Gaussian-Smeared Nuclei}

\section*{First half: the energy}

A point nucleus cannot be placed on a real-space grid, because its charge density is a delta function. A Gaussian can, provided it is wide enough for the grid. With a Fourier (FFT) Poisson solver about one and a half grid spacings suffice for a unit charge, and large charges or high accuracy call for two or more, because the grid error in the energy of a Gaussian grows as the square of its charge. With a finite-difference Laplacian the error falls only as a power of spacing over width, so wider Gaussians or high-order stencils are needed. If each nucleus is replaced by a Gaussian of the same charge, the nuclei and the electrons form one density without delta functions, and a single Poisson solve gives its electrostatic energy. The electron density must itself be smooth on the scale of the grid. Near a bare point nucleus it has a cusp, which smooth pseudopotentials avoid. The Poisson energy of the smeared system differs from the one wanted. The problem here is to find every term that restores the energy of point nuclei; the forces follow by differentiating that energy with respect to the nuclear positions.

\textbf{Setting.} Hartree atomic units are used, so two unit charges at distance $r$ interact with energy $1/r$. The periodic cell has volume $\Omega$ and lattice vectors $\mathbf L$. It holds nuclei of charge $Z_I$ at $\mathbf R_I$ and an electron number density $n(\mathbf r)\ge 0$ with
\[
N=\int_\Omega n\,d^3r,\qquad Z_{\rm tot}=\sum_I Z_I,\qquad Q=Z_{\rm tot}-N .
\]
The charge density of the electrons is $-n$. The periodic Coulomb kernel is
\begin{equation}
\mathcal G(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},
\qquad
-\nabla^2\mathcal G=4\pi\Big[\sum_{\mathbf L}\delta(\mathbf r+\mathbf L)-\frac1\Omega\Big],
\label{kernel}
\end{equation}
with $\mathbf G$ the reciprocal lattice vectors. Leaving out $\mathbf G=0$ has the following consequences. The kernel has zero mean over the cell, and a cell with $Q\ne0$ is neutralized by a uniform background of density $-Q/\Omega$. There is also no average electric field, which corresponds to a crystal surrounded by a conductor.

Near the origin $\mathcal G$ behaves as $1/r$. Removing this part leaves the potential at a unit charge due to its own images and background,
\begin{equation}
\xi=\lim_{r\to0}\Big[\mathcal G(\mathbf r)-\frac1r\Big].
\label{xi}
\end{equation}
The point-ion energy, with $\mathbf R_{IJ}=\mathbf R_I-\mathbf R_J$, is therefore
\begin{align}
E={}&\tfrac12\sum_{I\ne J}Z_IZ_J\,\mathcal G(\mathbf R_{IJ})+\tfrac12\sum_I Z_I^2\,\xi
-\sum_I Z_I\int_\Omega n(\mathbf r)\,\mathcal G(\mathbf r-\mathbf R_I)\,d^3r\nonumber\\
&+\tfrac12\iint_\Omega n(\mathbf r)n(\mathbf r')\,\mathcal G(\mathbf r-\mathbf r')\,d^3r\,d^3r' .
\label{target}
\end{align}
This is the classical electrostatic energy. Kinetic, exchange and correlation energies are separate and are not affected by what follows.

Each nucleus is now replaced by $\rho_I(\mathbf r)=Z_I\,g_{a_I}(\mathbf r-\mathbf R_I)$, where
\[
g_a(\mathbf r)=\frac{e^{-r^2/a^2}}{\pi^{3/2}a^3},\qquad \int g_a\,d^3r=1 .
\]
The widths $a_I$ are chosen by the user and may differ between nuclei.

\subsection*{(a) Two Gaussians in free space}

\emph{Find the potential of a unit Gaussian, the interaction energy of two unit Gaussians of widths $a$ and $b$ at distance $R$, and the energy of one Gaussian in its own field.}

\textbf{Solution.} The density is spherical, so Gauss's law needs only the charge inside radius $r$:
\[
q(r)=4\pi\int_0^r s^2g_a(s)\,ds=\frac{4}{\sqrt\pi\,a^3}\int_0^r s^2e^{-s^2/a^2}ds .
\]
Write $s^2e^{-s^2/a^2}=s\cdot\big(s\,e^{-s^2/a^2}\big)$. The second factor is the derivative of $-\tfrac{a^2}{2}e^{-s^2/a^2}$, and integration by parts gives
\[
\int_0^r s^2e^{-s^2/a^2}ds=-\frac{a^2r}{2}e^{-r^2/a^2}+\frac{a^2}{2}\int_0^re^{-s^2/a^2}ds
=-\frac{a^2r}{2}e^{-r^2/a^2}+\frac{\sqrt\pi\,a^3}{4}\operatorname{erf}\frac ra .
\]
Hence
\[
q(r)=\operatorname{erf}\frac ra-\frac{2r}{\sqrt\pi\,a}e^{-r^2/a^2}.
\]
The potential $u$ must obey $-u'(r)=q(r)/r^2$ and vanish at infinity. The function
\begin{equation}
u(r)=\frac{\operatorname{erf}(r/a)}{r}
\label{erfpot}
\end{equation}
does so, because
\[
-u'=\frac{\operatorname{erf}(r/a)}{r^2}-\frac{2}{\sqrt\pi\,a}\frac{e^{-r^2/a^2}}{r}=\frac{q(r)}{r^2}.
\]
Well outside the Gaussian this is the potential of a point charge. At the centre it is finite.

For two Gaussians the energy is
\[
U=\iint \frac{g_a(\mathbf r-\mathbf R)\,g_b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]
The Coulomb factor depends on $\mathbf x=\mathbf r-\mathbf r'$ alone, so what matters is the distribution of $\mathbf x$. This is the convolution of the two Gaussians, centred at $\mathbf R$. Completing the square in each Cartesian direction gives the Fourier transform
\begin{equation}
\int g_a(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r=e^{-k^2a^2/4}.
\label{ft}
\end{equation}
A convolution multiplies transforms, and $e^{-k^2a^2/4}e^{-k^2b^2/4}=e^{-k^2\gamma^2/4}$ with
\[
\gamma^2=a^2+b^2 .
\]
The difference is thus distributed as one Gaussian of width $\gamma$, and $U$ is the potential of that Gaussian at distance $R$. By \eqref{erfpot},
\begin{equation}
U(R)=\frac{\operatorname{erf}(R/\gamma)}{R}.
\label{pair}
\end{equation}

For a Gaussian in its own field, let $R\to0$ and $b=a$. Since $\operatorname{erf}x\approx2x/\sqrt\pi$ for small $x$, $U(0)=2/(\sqrt\pi\,\gamma)$ with $\gamma=\sqrt2\,a$. A factor $\tfrac12$ prevents counting each pair of charge elements twice:
\begin{equation}
\tfrac12U(0)=\frac12\,\frac{2}{\sqrt\pi\,\sqrt2\,a}=\frac{1}{\sqrt{2\pi}\,a}.
\label{selfunit}
\end{equation}
A nucleus of charge $Z$ has $Z^2$ times this energy. It grows without bound as $a\to0$, which is the infinite self-energy of a point charge; definition \eqref{target} leaves it out.

\subsection*{(b) The same comparison in a periodic cell}

\emph{Let $\mathcal G_\gamma$ be the periodic kernel smeared by a Gaussian of width $\gamma$. Express $\mathcal G-\mathcal G_\gamma$ through a rapidly convergent lattice sum, including any constant. Then express $\xi$ through $\mathcal G_\gamma(0)$.}

\textbf{Solution.} By \eqref{ft}, smearing multiplies each Fourier term by a Gaussian factor:
\begin{equation}
\mathcal G_\gamma(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2\gamma^2/4}}{G^2}e^{i\mathbf G\cdot\mathbf r}.
\label{gsm}
\end{equation}
In free space, the point potential minus the smeared one is $1/r-\operatorname{erf}(r/\gamma)/r=\operatorname{erfc}(r/\gamma)/r$. This suggests the sum
\[
T_\gamma(\mathbf r)=\sum_{\mathbf L}\frac{\operatorname{erfc}(|\mathbf r+\mathbf L|/\gamma)}{|\mathbf r+\mathbf L|},
\]
which converges in any order because $\operatorname{erfc}$ decays like a Gaussian. Each term is the potential of a unit point charge minus a unit Gaussian, so
\[
-\nabla^2T_\gamma=4\pi\sum_{\mathbf L}\big[\delta(\mathbf r+\mathbf L)-g_\gamma(\mathbf r+\mathbf L)\big].
\]
The function $\mathcal G-\mathcal G_\gamma$ has the same Laplacian, because the two uniform backgrounds cancel. The difference between $\mathcal G-\mathcal G_\gamma$ and $T_\gamma$ is therefore periodic and has zero Laplacian. In a Fourier series every coefficient with $\mathbf G\ne0$ must then vanish, and a constant is left.

The constant follows from the means. Both kernels have zero mean. The mean of $T_\gamma$ is an integral over the cell of a sum over all images, which is one integral over all space:
\[
\overline{T_\gamma}=\frac1\Omega\int\frac{\operatorname{erfc}(r/\gamma)}{r}d^3r=\frac{4\pi}{\Omega}\int_0^\infty r\operatorname{erfc}\frac r\gamma\,dr .
\]
Integrate by parts, using $\frac{d}{dr}\operatorname{erfc}(r/\gamma)=-\frac{2}{\sqrt\pi\,\gamma}e^{-r^2/\gamma^2}$. The boundary terms vanish, and
\[
\int_0^\infty r\operatorname{erfc}\frac r\gamma\,dr=\frac{1}{\sqrt\pi\,\gamma}\int_0^\infty r^2e^{-r^2/\gamma^2}dr
=\frac{1}{\sqrt\pi\,\gamma}\,\frac{\sqrt\pi\,\gamma^3}{4}=\frac{\gamma^2}{4}.
\]
So $\overline{T_\gamma}=\pi\gamma^2/\Omega$, and
\begin{equation}
\mathcal G(\mathbf r)-\mathcal G_\gamma(\mathbf r)=\sum_{\mathbf L}\frac{\operatorname{erfc}(|\mathbf r+\mathbf L|/\gamma)}{|\mathbf r+\mathbf L|}-\frac{\pi\gamma^2}{\Omega}.
\label{diff}
\end{equation}

For $\xi$, insert \eqref{diff} into \eqref{xi}. The term $\mathbf L=0$ combines with $-1/r$ as
\[
\frac{\operatorname{erfc}(r/\gamma)}{r}-\frac1r=-\frac{\operatorname{erf}(r/\gamma)}{r}\;\longrightarrow\;-\frac{2}{\sqrt\pi\,\gamma},
\]
and therefore
\begin{equation}
\xi=\mathcal G_\gamma(0)-\frac{2}{\sqrt\pi\,\gamma}+\sum_{\mathbf L\ne0}\frac{\operatorname{erfc}(L/\gamma)}{L}-\frac{\pi\gamma^2}{\Omega}.
\label{xisplit}
\end{equation}

\subsection*{(c) The restored total energy}

\emph{Solve Poisson's equation for $\rho=\sum_I\rho_I-n$ (with periodic images understood) and call its energy $E_{\rm P}$. Find $E-E_{\rm P}$. Are the self-energy and the overlap of nuclei enough? Does a net charge matter?}

\textbf{Solution.} The potential is $\phi(\mathbf r)=\int_\Omega\mathcal G(\mathbf r-\mathbf r')\rho(\mathbf r')d^3r'$, and $E_{\rm P}=\tfrac12\int_\Omega\rho\phi\,d^3r$. Expand the product. Two nuclei are smeared by both widths, so their kernel is $\mathcal G_{\gamma_{IJ}}$ with $\gamma_{IJ}^2=a_I^2+a_J^2$. The electrons are not smeared, so a nucleus and the electrons interact through $\mathcal G_{a_I}$:
\begin{align}
E_{\rm P}={}&\tfrac12\sum_{I,J}Z_IZ_J\,\mathcal G_{\gamma_{IJ}}(\mathbf R_{IJ})-\sum_IZ_I\int_\Omega n(\mathbf r)\,\mathcal G_{a_I}(\mathbf r-\mathbf R_I)\,d^3r\nonumber\\
&+\tfrac12\iint_\Omega n(\mathbf r)n(\mathbf r')\,\mathcal G(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{ep}
\end{align}
Here the double sum includes $I=J$. Subtract \eqref{ep} from \eqref{target}. The electron--electron terms cancel. There are three other contributions.

\emph{Different nuclei.} Equation \eqref{diff} gives $\tfrac12Z_IZ_J$ times the $\operatorname{erfc}$ lattice sum, minus $\tfrac12Z_IZ_J\,\pi(a_I^2+a_J^2)/\Omega$.

\emph{A nucleus with itself.} Equation \eqref{xisplit} with $\gamma=\sqrt2\,a_I$ gives
\[
\tfrac12Z_I^2\big[\xi-\mathcal G_{\gamma}(0)\big]=-\frac{Z_I^2}{\sqrt{2\pi}\,a_I}+\frac{Z_I^2}{2}\sum_{\mathbf L\ne0}\frac{\operatorname{erfc}(L/\gamma)}{L}-\frac{Z_I^2}{2}\frac{\pi(2a_I^2)}{\Omega}.
\]
The first term removes the self-energy \eqref{selfunit}. The second is the overlap with the nucleus's own images.

\emph{Nuclei and electrons.} Equation \eqref{diff} with $\gamma=a_I$ gives minus $Z_I$ times an integral over the cell of an image sum. As in (b), this is one integral over all space. The constant contributes $+Z_IN\pi a_I^2/\Omega$.

Define $S=\sum_IZ_Ia_I^2$. By the symmetry of the double sum,
\[
\tfrac12\sum_{I,J}Z_IZ_J(a_I^2+a_J^2)=\sum_{I,J}Z_IZ_Ja_I^2=Z_{\rm tot}S ,
\]
so the constants add to $-\pi Z_{\rm tot}S/\Omega+\pi NS/\Omega=-\pi QS/\Omega$. The result is
\begin{align}
E={}&E_{\rm P}-\sum_I\frac{Z_I^2}{\sqrt{2\pi}\,a_I}
+\tfrac12\sum_{I,J,\mathbf L}{}^{'}Z_IZ_J\frac{\operatorname{erfc}(|\mathbf R_{IJ}+\mathbf L|/\gamma_{IJ})}{|\mathbf R_{IJ}+\mathbf L|}\nonumber\\
&-\sum_IZ_I\int n(\mathbf r)\frac{\operatorname{erfc}(s_I/a_I)}{s_I}d^3r-\frac{\pi Q}{\Omega}\sum_IZ_Ia_I^2 ,
\label{main}
\end{align}
with $s_I=|\mathbf r-\mathbf R_I|$. The prime leaves out only $I=J$, $\mathbf L=0$.

The self-energy and overlap terms repair the interaction between nuclei, apart from the constant $-\pi Z_{\rm tot}S/\Omega$, which is cancelled by the electron part when the cell is neutral. These two terms are not enough when electrons are present: an electron inside a smeared nucleus feels too weak an attraction, and the fourth term restores it. Its integrand diverges as $1/s_I$ at the nucleus, so a plain sum over the grid points is inaccurate and depends strongly on where the nucleus sits; it needs a quadrature centred on the nucleus. If a pseudopotential $V_{\rm loc}(s)$ with tail $-Z/s$ replaces the point attraction, the energy gains $\int n\,(V_{\rm loc}+Z/s)\,d^3r$ for each nucleus. Combined with the fourth term, the short-range potential becomes
\[
V_{\rm loc}+\frac Zs-\frac{Z\operatorname{erfc}(s/a)}{s}=V_{\rm loc}+\frac{Z\operatorname{erf}(s/a)}{s},
\]
which is finite at the nucleus if $V_{\rm loc}$ is.

The last term of \eqref{main} vanishes for a neutral cell. For a charged one it restores the energy of point ions in the same cell with the same background. It does not turn that energy into the energy of an isolated charged defect.

As the widths tend to zero, the overlap term, the electron term and the net-charge term vanish. $E_{\rm P}$ and the self-energy both grow as $1/a$; the growing parts cancel in their difference, and the finite remainder is $E$. For widths comparable with the cell, the $\operatorname{erfc}$ sums need many images. With $n=0$ and equal widths, \eqref{main} is the Ewald formula.

\subsection*{(d) The potential felt by the electrons}

\emph{Find $v=\delta E/\delta n$ from \eqref{main}. How does it depend on the widths?}

\textbf{Solution.} Adding $\delta n$ changes $\rho$ by $-\delta n$. Because $\mathcal G$ is symmetric, $\delta E_{\rm P}=\int\phi\,\delta\rho=-\int\phi\,\delta n$. The fourth term of \eqref{main} is linear in $n$. In the last term $Q$ falls by $\int\delta n$. Hence
\begin{equation}
v(\mathbf r)=-\phi(\mathbf r)-\sum_{I,\mathbf L}Z_I\frac{\operatorname{erfc}(|\mathbf r-\mathbf R_I+\mathbf L|/a_I)}{|\mathbf r-\mathbf R_I+\mathbf L|}+\frac{\pi S}{\Omega}.
\label{vel}
\end{equation}
The mean of $\phi$ is zero and the mean of the $\operatorname{erfc}$ terms is $-\pi S/\Omega$ by (b), so $v$ has zero mean. (With a pseudopotential, $v$ gains $V_{\rm loc}+Z/s$ for each nucleus, and the mean of that part is in general not zero.) It does not depend on the widths, since $E$ does not for any $n$.

If the constant $\pi S/\Omega$ is dropped, as one may do at fixed $N$, the density is unchanged, and so is the total energy evaluated from \eqref{main}. All one-electron levels then shift together by $-\pi\,\Delta S/\Omega$ when the widths change. Before absolute levels from calculations in the same cell with different $S$ are compared, this shift must be removed. Level differences within one calculation are not affected.

\section*{Computed values}
\begin{verbatim}
Cell side 12.0 bohr, grid 60^3, spacing 0.200 bohr
Ion 1: charge 6 e, position 5.00000 5.50000 6.00000 bohr
Ion 2: charge 1 e, position 6.50000 6.50000 6.00000 bohr
Ion 3: charge 1 e, position 4.00000 7.00000 6.50000 bohr
Cloud 1: 6 electrons, width 1.2, centre 5.10000 5.70000 6.00000 bohr
Cloud 2: 2 electrons, width 1.0, centre 5.20000 6.40000 6.20000 bohr
Distances ion 1-2, 1-3: 1.8028, 1.8708 bohr
narrow widths a: 0.60000 0.50000 0.50000 bohr
  Poisson energy            5.2406596 hartree
  minus self-energy         -25.5323059 hartree
  overlap correction        0.0059139 hartree
  electron-nucleus term     -4.5939042 hartree
  total                     -24.8796366 hartree
wide widths a: 1.00000 0.80000 0.80000 bohr
  Poisson energy            0.5136813 hartree
  minus self-energy         -15.3592778 hartree
  overlap correction        0.2797398 hartree
  electron-nucleus term     -10.3137799 hartree
  total                     -24.8796366 hartree
Direct point-ion sum        -24.8796366 hartree = -677.0094 eV
Force on ion 2 (x y z), wide widths, hartree/bohr:
  poisson   -0.29669 0.08263 0.05081
  overlap   0.40980 0.27142 -0.00041
  electron  -0.59181 -0.21263 0.03906
  total     -0.47870 0.14142 0.08946
  narrow    -0.47870 0.14142 0.08946
  reference -0.47870 0.14142 0.08946
  magnitude 0.50710 hartree/bohr = 26.076 eV/angstrom
Largest force error, all ions: narrow 2.5e-07, wide 2.5e-07 hartree/bohr
Electron potential shift, wide - narrow: grid -0.008399, formula -0.008399 hartree
Cell with one electron removed from cloud 2 (Q = +1 e):
  narrow: without charge term -23.6328226, with it -23.6376586 hartree
  wide: without charge term -23.6244232, with it -23.6376586 hartree
  false width dependence without the term 0.008399 hartree
Bare unit ion, side 4.0 bohr, a = 1.2 bohr: method -0.3546622, direct -0.3546622 hartree
Grid ripple, unit Gaussian, h = 0.25 bohr, half-spacing shift along x:
  a/h = 1.2: found 4.726e-04, leading estimate 3.069e-04 hartree, quotient 1.540
  a/h = 1.6: found 7.032e-07, leading estimate 5.151e-07 hartree, quotient 1.365
  a/h = 2.0: found 2.768e-10, leading estimate 2.163e-10 hartree, quotient 1.280
\end{verbatim}
